# Sign of the Force Between Rough Adhesive Surfaces with Exponential Heights, part 2

A smooth rigid plane faces \(N\) independent elastic bumps of tip radius \(R\). We seek the mean total force \(F\), with repulsion positive. The work of adhesion per area is \(w\), attraction has zero range, and

\[
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2},
\]

where \(E_i\) and \(\nu_i\) are Young's moduli and Poisson ratios. Summit heights \(z\ge0\), measured from the lower edge of their distribution, have density \(e^{-z/\sigma}/\sigma\), with mean and standard deviation \(\sigma\). The plane is at height \(d\), and a bump has indentation \(\delta=z-d\).

**Parts (a) to (c).** A flat punch of radius \(a\) displaced by \(\delta\) has pressure \(p(\rho)=C/\sqrt{a^2-\rho^2}\), with \(C=E^*\delta/\pi\). A bump's contact of radius \(a\) is built from punches of radius \(b\) growing from 0 to \(a\), in steps \(d\delta=2b\,db/R\), then shifted as a punch by \(q=\delta-a^2/R=-\sqrt{2\pi wa/E^*}\) (JKR). Define \(F_0=4\pi wR\), \(\delta_a=(2\pi w/E^*)^{2/3}R^{1/3}=a_0^2/R\), \(x=a/a_0\) and \(s=\delta_a/\sigma\). A touched bump exerts \(f(\delta)=F_0G(\Delta)\), where

\[
\frac{\delta}{\delta_a}=\Delta(x)=x^2-\sqrt x,\qquad G(\Delta)=g(x)=\frac23x^3-x^{3/2}.
\]

\(G\) is negative below \(\Delta_0=0.5724\) and positive above. First touch gives \(x=1\). Contact holds until \(\Delta=-\Delta_c\), with \(\Delta_c=0.4725\) and \(\delta_c=\Delta_c\delta_a\).

**Part (d).** Substituting \(z=d+\delta\) gives, on approach with \(d\ge0\),

\[
F=NF_0e^{-d/\sigma}J(s),\qquad J(s)=s\int_0^\infty G(\Delta)e^{-s\Delta}d\Delta .
\]

The mean force per contact is \(F_0J\). \(J\) is positive for \(s<s_c=2.063\) and negative for \(s>s_c\).

**Part (f).** Past the edge, \(d=-y\delta_a\) with \(y>0\), and \(F=NF_0H(y)\), where

\[
H(y)=s\int_y^\infty G(\Delta)e^{-s(\Delta-y)}d\Delta .
\]

If \(J<0\), \(H\) has one zero, between \(y=0\) and \(y=\Delta_0\): the stable load-free state.

**Part (g)** asks: the plane stops at \(d_m\ge0\) and retreats. Find the force and decide when its sign changes. The solution follows.

**Solution.** Let \(u=d-d_m\). Bumps with \(z\ge d_m\) have touched, so their indentations satisfy \(\delta\ge-u\). Of these, the ones with \(\delta\ge-\delta_c\) still hold. The substitution of part (d) gives

\[
F=NF_0e^{-d/\sigma}\,s\int_{-\ell}^{\infty}G(\Delta)e^{-s\Delta}d\Delta,
\qquad \ell=\min\!\left(\frac u{\delta_a},\Delta_c\right).
\]

The added range \(-\ell<\Delta<0\) contains stretched bumps, for which \(G<0\). The factor multiplying \(NF_0e^{-d/\sigma}\) therefore falls from \(J(s)\) as \(u\) grows. For \(u\ge\delta_c\) it stays at a constant value \(J_r(s)\), and the sign is fixed again.

To count the zeros of \(J_r\), consider

\[
K(s)=\int_{-\Delta_c}^\infty G(\Delta)e^{-s(\Delta-\Delta_0)}d\Delta,\qquad
J_r=s\,e^{-s\Delta_0}K .
\]

Its derivative is \(-\int(\Delta-\Delta_0)G\,e^{-s(\Delta-\Delta_0)}d\Delta\). Since \(G\) and \(\Delta-\Delta_0\) have the same sign, the derivative is negative, and \(K\) has at most one zero. It has one, because \(J_r\) is positive for small \(s\), where compression dominates, and negative at \(s_c\), where \(J=0\) and the added part is negative. Quadrature and a root search give

\[
s_r=1.310 .
\]

There are three ranges. For \(s>s_c\) the force is attractive on approach and on retreat. For \(s<s_r\) it is repulsive on both. For \(s_r<s<s_c\) it is repulsive on approach and becomes attractive once during retreat. The distance \(u\) at which this happens does not depend on \(d_m\), because \(d_m\) does not enter the integral.

### (h) Gaussian heights

Replace the exponential by a Gaussian of standard deviation \(\sigma\), and let \(D\) be the separation from the mean summit height. Is there a crossover on approach?

**Solution.** The Gaussian weight of a bump with \(z=D+\delta\) is proportional to

\[
e^{-(D+\delta)^2/2\sigma^2}
=e^{-D^2/2\sigma^2}\,e^{-\delta^2/2\sigma^2}\,e^{-D\delta/\sigma^2}.
\]

The first factor is common to all bumps. With \(\delta_0=\Delta_0\delta_a\), the sign of the force is that of

\[
M(D)=\int_0^\infty f(\delta)\,e^{-\delta^2/2\sigma^2}e^{-D(\delta-\delta_0)/\sigma^2}d\delta .
\]

The derivative contains \(-(\delta-\delta_0)f(\delta)\), which is negative except at \(\delta_0\), so \(M\) decreases strictly with \(D\). As \(D\to+\infty\), the pulling range \(\delta<\delta_0\) dominates and \(M\to-\infty\). As \(D\to-\infty\), the pushing range dominates and \(M\to+\infty\).

For every \(\sigma\) there is therefore one crossover, from attraction far away to repulsion close in. The factor \(e^{-D\delta/\sigma^2}\) shows the cause: as \(D\) falls, large indentations gain weight relative to small ones. For exponential heights the corresponding factor is \(e^{-\delta/\sigma}\) at every \(d\ge0\), and this removes the crossover in that range.

### (i) Sparse bumps on germanium

Apply the results to room-temperature bonding of activated Ge surfaces. Take \(w=1\) J/m², \(R=20\) µm and 0.01 bumps per µm². The lower edge of the summit heights lies 50 nm above the flat field between bumps. Compare \(\sigma=1.0\), 3.5 and 6.0 nm with all else fixed.

**Solution.** Rough elastic constants of Ge are \(C_{11}=129\), \(C_{12}=48\) and \(C_{44}=67\) GPa. The bulk modulus is \(K_b=(C_{11}+2C_{12})/3\). For the shear modulus \(\mathcal G\), take the mean of the uniform-strain and uniform-stress averages over crystal directions,

\[
\frac{C_{11}-C_{12}+3C_{44}}5
\quad\text{and}\quad
\frac{5(C_{11}-C_{12})C_{44}}{4C_{44}+3(C_{11}-C_{12})}.
\]

Then \(E=9K_b\mathcal G/(3K_b+\mathcal G)=132\) GPa and \(\nu=E/(2\mathcal G)-1=0.206\). For two equal wafers,

\[
E^*=\frac{132.1}{2(1-0.206^2)}=69.0\ \text{GPa}.
\]

The adhesive length and force unit are

\[
\delta_a=\left(\frac{2\pi\times1.0}{69.0\times10^9}\right)^{2/3}(20\times10^{-6})^{1/3}\ \text{m}=5.49\ \text{nm},
\]

\[
F_0=4\pi\times1.0\times20\times10^{-6}\ \text{N}=251\ \text{µN}.
\]

A new contact has radius \(a_0=\sqrt{R\delta_a}=331\) nm. The critical height scale is \(5.494/2.063=2.66\) nm on approach and \(5.494/1.310=4.19\) nm on full retreat. In this zero-range model the three chosen surfaces fall in the three ranges of part (g). Part (j) shows that the middle one is sensitive to the range of attraction. Quadrature gives:

| \(\sigma\) (nm) | \(s\) | \(J\) | \(J_r\) |
|---|---|---|---|
| 1.0 | 5.49 | −0.243 | −4.41 |
| 3.5 | 1.57 | 0.155 | −0.227 |
| 6.0 | 0.916 | 0.724 | 0.535 |

The pressure unit is the bump density times \(F_0\), or \(10^{10}\times251\times10^{-6}\) Pa = 2.51 MPa. At \(d=3\sigma\) it is multiplied by \(e^{-3}=0.0498\), which gives 125 kPa. The pressures on approach are then \(-30\), \(+19\) and \(+91\) kPa for the three surfaces in order. After a retreat of at least \(\delta_c=2.60\) nm to the same position, they are \(-552\), \(-28\) and \(+67\) kPa.

The large retreat value for the smoothest surface comes mainly from the number of contacts. Stretched bumps multiply it by \(e^{\delta_c/\sigma}=e^{2.60}\approx13\), while the mean force per contact changes only from \(-0.24F_0\) to \(-0.33F_0\).

For \(\sigma=1.0\) nm, the load-free state of part (f) lies 2.1 nm past the edge, well above the field. For \(\sigma=3.5\) nm, the repulsion vanishes after a retreat of 1.25 nm.

With Gaussian heights of the same \(\sigma\), the crossovers lie at \(D=-3.07\), \(-0.08\) and \(+8.3\) nm. The roughest surface, repulsive throughout with exponential heights, now attracts beyond 8.3 nm.

For \(\sigma=1.0\) nm, the two distributions cross at almost the same place: the exponential one at \(-2.08-1.0=-3.08\) nm from the mean summit height. Nearly all bumps touch there. Expanding the force about the mean indentation gives terms in the mean and the variance, which the two distributions share, so they first differ through the third moment.

### (j) What the model leaves out

Estimate the neglected effects for these numbers, and compare the model with real wafers.

**Solution.** *Range of attraction.* JKR assumes that elastic deformation exceeds the range \(z_0\) of the surface forces. Their ratio is measured by the Tabor number,

\[
\mu=\left(\frac{Rw^2}{E^{*2}z_0^3}\right)^{1/3}=5.4\quad\text{for } z_0=0.3\ \text{nm},
\]

large enough for JKR to be a fair approximation.

Bumps across an open gap \(h\) still attract. Take a van der Waals pull \(2\pi wR\,[z_0/(z_0+h)]^2\) and average it over the untouched bumps, with their shapes held rigid. At \(d=3\sigma\) on approach, it is 1.20, 0.39 and 0.04 times the magnitude of the contact force for the three surfaces.

This understates the effect, because the pull also deforms the bumps. A numerical solution for one elastic bump under the corresponding pressure \(2wz_0^2/(z_0+h)^3\) shows that it snaps into contact across a gap of about 1.2 nm. Such a bump starts out stretched, so the integral for \(J\) begins at \(\Delta=-0.22\) instead of 0. This limit does not depend on \(d\), so for \(d\) above 1.2 nm the contact part of the force still keeps one sign. Its critical \(\sigma\), however, rises from 2.66 to about 3.5 nm.

With snapping and the pull on the remaining open bumps included, the pressures at \(d=3\sigma\) change from \(-30\), \(+19\) and \(+91\) kPa to about \(-150\), \(-2\) and \(+79\) kPa. The smoothest surface attracts about five times as strongly, and the middle one no longer repels there.

The pull across open gaps decays as a power of \(d\) at large distance, more slowly than \(e^{-d/\sigma}\). This slow decay restores a crossover on the two rougher surfaces. An attraction that falls off exponentially over a length much shorter than \(\sigma\) would not do so at large \(d\). For \(\sigma=6.0\) nm the crossover lies at about \(d=64\) nm, where forces are weak. For \(\sigma=3.5\) nm, close to the shifted critical value, it lies at only about 2 nm, and small changes in the contact force move it noticeably.

The flat field also attracts. The same law corresponds to an energy \(w(z_0/h)^2\) per area at large \(h\), and hence to a pressure \(2wz_0^2/h^3\). At \(h=50\) nm this is 1.4 kPa, small beside the pressures at \(3\sigma\) on the smoothest and roughest surfaces. For \(\sigma=6.0\) nm it moves the far crossover inwards, to about 53 nm. With a field only 10 nm away the pressure would be 180 kPa, and the contact sum alone would not give the sign. All these estimates of the range effect, including the snapping, are high, because they assign all of \(w\) to van der Waals forces, whereas activated surfaces also form short-range bonds. The law used corresponds to a Hamaker constant \(12\pi wz_0^2=3.4\times10^{-18}\) J, about ten times the value of roughly \(3\times10^{-19}\) J usually quoted for Ge. With that smaller value for the long-range part and JKR contacts, the snap gap is about 0.45 nm, the critical \(\sigma\) about 3.0 nm, and the pressures at \(d=3\sigma\) about \(-57\), \(+13\) and \(+87\) kPa. The middle surface then still repels there, and its crossover moves out to about 36 nm.

*Coupling of bumps.* At a spacing of 10 µm, four neighbours with mean force magnitude \(\bar F\) shift a bump by \(4\bar F/(\pi E^*\times10\ \text{µm})\). With \(\bar F\) averaged over all heights at \(d=0\), this gives 0.12, 0.19 and 0.41 nm, or 12, 5 and 7 per cent of \(\sigma\). More distant bumps add a shift that grows with the width of the loaded area and can be much larger, because the displacement falls only as the inverse distance. That part is nearly the same for neighbouring bumps, so it acts mainly as a change of \(d\).

*Crystal direction.* Young's modulus from the same constants is 103 GPa along [100] and 155 GPa along [111], but a contact strains the crystal in many directions at once. The relevant quantity is the indentation modulus of the face, which varies much less. Computed from the same constants, it gives \(E^*=66.0\) GPa for two (100) faces and 70.9 GPa for two (111) faces. Since \(\delta_a\propto E^{*-2/3}\), the critical \(\sigma\) on approach becomes 2.74 or 2.61 nm instead of 2.66 nm.

*Yielding.* From parts (a) to (c), the pressure at the centre of a contact is

\[
\frac{2E^*a}{\pi R}-\sqrt{\frac{2wE^*}{\pi a}} .
\]

A bump pressed in by \(5\sigma\) reaches 0.8, 1.3 and 1.7 GPa on the three surfaces. The hardness of Ge is roughly 9 GPa, so the central part of such a contact should stay elastic. At the contact edge JKR gives an unbounded tension, which the finite range of attraction limits to about \(2w/z_0=6.7\) GPa. Yielding or fracture in a narrow ring there is not excluded.

*Finite number.* A wafer 100 mm across carries \(7.9\times10^7\) bumps at this density. One contact is expected at \(d=\sigma\ln(7.9\times10^7)=18\sigma\). The smooth mean force applies well below that height.

**Real wafers.** A work of adhesion near 1 J/m² is of the right order for activated surfaces. Polished wafers typically have a roughness of a few tenths of a nanometre, which is below the critical 2.66 nm found for \(R=20\) µm. The critical \(\sigma\) scales as \(R^{1/3}\), however, so sharper tips lower it. For \(R=1\) µm it is 0.98 nm, and the Tabor number falls to 2.0. The comparison therefore suggests attraction only if the bumps are blunt enough.

The bumps of real wafers are also far more closely packed than 0.01 per µm², and the assumption of independence then fails. At 1 bump per µm² the spacing is ten times smaller, and for \(\sigma=1.0\) nm the neighbour shift at \(d=0\) becomes 1.2 nm, larger than \(\sigma\) itself. Bumps with \(R=20\) µm would also merge at that spacing: the surface drops only about 6 nm halfway between two summits, so there is no flat field 50 nm below.

Weaker bonding also matters. For \(w=0.1\) J/m², roughly the level of hydrophilic bonding before annealing, \(\delta_a\) falls by \(10^{2/3}=4.6\) at fixed \(R\) and \(E^*\). The critical \(\sigma\) would be 0.57 nm, but the Tabor number would be 1.2, where JKR is no longer a sound approximation. The limit of 2.66 nm therefore holds only for sparse, elastic bumps with the stated \(w\), \(R\) and \(E^*\), standing well above the field, and for attraction of zero range. With van der Waals attraction across open gaps it rises to between about 3.0 and 3.5 nm, depending on how much of \(w\) is long-ranged, so it indicates a scale and is not a precise design rule.
